\section*{Stress from the Smooth PAW Exchange-Correlation Energy with Rigid Cores, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{Setting}

In the projector augmented-wave (PAW) method in Bl\"ochl's partition, the total energy of a crystal is a smooth part, evaluated with plane waves on a uniform grid, plus one-centre corrections evaluated on radial grids inside the atomic spheres. This problem treats one piece of the smooth part, the exchange-correlation energy per cell in a generalized gradient approximation (GGA). In Hartree atomic units,
\begin{equation}
\tilde E=\int_\Omega f(\rho,\gamma)\,d^3r,\qquad \rho=\tilde n+\tilde n_c,\qquad \gamma=|\nabla\rho|^2 .
\label{eq:E}
\end{equation}
Here $\Omega$ is the cell and its volume, $f$ is the energy per volume, and $f_\rho$, $f_\gamma$ are its partial derivatives. The system is spin unpolarized until part (g). The smooth valence density comes from pseudo orbitals with fixed occupations $w_n$,
\begin{equation}
\tilde n=\sum_n w_n|\tilde\psi_n|^2,\qquad \tilde\psi_n(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.
\label{eq:val}
\end{equation}
A Bloch vector is left out of the notation. It transforms under strain as $\mathbf G$ does and drops out of $|\tilde\psi_n|^2$. The pseudo core density is a lattice sum of spherical functions,
\begin{equation}
\tilde n_c(\mathbf r)=\sum_{a}\sum_{\mathbf R}n_a\big(|\mathbf r-\mathbf R-\boldsymbol\tau_a|\big),
\label{eq:core}
\end{equation}
with $a$ running over the atoms of the cell, at positions $\boldsymbol\tau_a$, and $\mathbf R$ over lattice vectors. Rigid means that the functions $n_a(r)$ are the same in every strained crystal: each core is carried along with its nucleus and keeps its size and shape. No compensation charge is contained in $\rho$. It is assumed that $\rho>0$ everywhere, that $\rho$ has continuous first and piecewise continuous second derivatives, and that $r^4n_a(r)$ is integrable.

A homogeneous strain maps $r_\mu\to r'_\mu=r_\mu+\epsilon_{\mu\nu}r_\nu$, with repeated Cartesian indices $\mu,\nu$ summed and all nine $\epsilon_{\mu\nu}$ independent. The lattice vectors $\mathbf a_i$ are mapped in the same way, so the fractional coordinates $x_i$ of a point, defined by $\mathbf r=\sum_ix_i\mathbf a_i$, do not change. The atoms keep their fractional positions. The symbol $\mathsf d_{\alpha\beta}$ denotes $\partial/\partial\epsilon_{\alpha\beta}$ at $\epsilon=0$, taken for a field at fixed fractional coordinates. The stress and pressure are
\begin{equation}
\sigma_{\alpha\beta}=\frac1\Omega\,\mathsf d_{\alpha\beta}\tilde E,\qquad P=-\tfrac13\,\mathrm{tr}\,\sigma ,
\end{equation}
so a positive diagonal stress means that the energy rises on expansion. Fourier series follow $u(\mathbf r)=\sum_{\mathbf G}u(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ and $u(\mathbf G)=\Omega^{-1}\int_\Omega u\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. The numerical check, with its output, supplies the tests and the numbers.

\section*{(a) What is held fixed}

\emph{Problem.} The orbitals obey $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$ with $S=1+\sum_{ij}|\tilde p_i\rangle q_{ij}\langle\tilde p_j|$, and the projectors $\tilde p_i$ are rigid functions attached to the atoms, so the matrix of $S$ in the plane-wave basis depends on strain. Coefficients that satisfy the constraint at $\epsilon=0$ violate it at $\epsilon\neq0$. Decide whether $\tilde E$ may still be differentiated at fixed $c_{n\mathbf G}$, and where the strain dependence of $S$ goes.

\emph{Solution.} Let $E[c;\epsilon]$ be the total energy and $c_n$ the column of coefficients of state $n$. The ground state is a stationary point of
\begin{equation}
L=E[c;\epsilon]-\sum_{nm}\Lambda_{mn}\big(c_n^\dagger S(\epsilon)c_m-\delta_{nm}\big)
\end{equation}
with respect to $c$ and the multipliers $\Lambda$. At the solution the brackets vanish for every strain, so the ground-state energy equals $L$ evaluated on $c(\epsilon)$, $\Lambda(\epsilon)$. Its strain derivative has three parts: the explicit one, the one through $c$ and the one through $\Lambda$. The second vanishes because $L$ is stationary in $c$, and the third because $\partial L/\partial\Lambda_{mn}$ is the constraint itself. With $\partial E/\partial c_n^\dagger=w_nHc_n$, stationarity in the eigenbasis reads $Hc_n=\lambda_nSc_n$ with $\Lambda_{mn}=w_n\lambda_n\delta_{mn}$, and therefore
\begin{equation}
\mathsf d_{\alpha\beta}E_{\rm gs}=\mathsf d_{\alpha\beta}E\big|_{c}-\sum_nw_n\lambda_n\,c_n^\dagger(\mathsf d_{\alpha\beta}S)\,c_n .
\label{eq:lagr}
\end{equation}
Every term of $E$, $\tilde E$ among them, is differentiated at fixed coefficients, and the change of the overlap is a term of its own. The unit operator in $S$ contributes nothing to it, because the plane waves $\Omega^{-1/2}e^{i\mathbf G\cdot\mathbf r}$ are orthonormal in every strained cell, so only the projector part remains.

For one state and a fixed Hermitian $H$ the statement can be checked directly. Differentiating $Hc=\lambda Sc$ gives $dH\,c+H\,dc=d\lambda\,Sc+\lambda\,dS\,c+\lambda S\,dc$. Multiplying from the left by $c^\dagger$ and using $c^\dagger H=\lambda c^\dagger S$ cancels the two terms in $dc$, and $c^\dagger Sc=1$ leaves $d\lambda=c^\dagger(dH-\lambda\,dS)c$. The program tests this against finite differences of a generalized eigenvalue of random matrices, and tests that omitting $\lambda\,dS$ fails.

Equation (\ref{eq:lagr}) holds at self-consistency only, and only the sum of all terms is the stress of the crystal. The quantity $\mathsf d_{\alpha\beta}\tilde E|_c$ is well defined for any coefficients, self-consistent or not. Fixing $c_{n\mathbf G}$ also fixes the set of integer indices of the plane waves. At fixed cutoff energy an infinitesimal strain leaves this set unchanged, and the derivative is the same, unless a plane wave lies exactly on the cutoff. Over a finite strain plane waves can enter or leave the basis. The energy then jumps if the basis is incomplete, and a slope taken across such jumps can differ from the derivative at fixed indices.

\section*{(b) Kinematics}

\emph{Problem.} Find $\mathsf d_{\alpha\beta}$ of $\Omega$, $G_\mu$, $G=|\mathbf G|$, $\mathbf G\cdot\mathbf r$ and of the Cartesian gradient $\partial_\mu u$ of a periodic field $u$.

\emph{Solution.} The volume is the determinant of the lattice vectors, so $\Omega'=\Omega\det(1+\epsilon)$. In the expansion of the determinant, only the product of the diagonal elements has terms linear in $\epsilon$, giving $\det(1+\epsilon)=1+\epsilon_{\mu\mu}+O(\epsilon^2)$ and
\begin{equation}
\mathsf d_{\alpha\beta}\Omega=\delta_{\alpha\beta}\,\Omega .
\label{eq:dO}
\end{equation}
The reciprocal vectors are defined by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. With $\mathbf a_i'=(1+\epsilon)\mathbf a_i$, the choice $\mathbf b_j'=(1+\epsilon)^{-T}\mathbf b_j$ satisfies this, since $\mathbf a_i'\cdot\mathbf b_j'=\mathbf a_i^T(1+\epsilon)^T(1+\epsilon)^{-T}\mathbf b_j$. A vector $\mathbf G=\sum_jm_j\mathbf b_j$ with fixed integers $m_j$ transforms likewise. To first order $(1+\epsilon)^{-T}=1-\epsilon^T$, so $G'_\mu=G_\mu-\epsilon_{\nu\mu}G_\nu$. Differentiation sets $\nu=\alpha$, $\mu=\beta$:
\begin{equation}
\mathsf d_{\alpha\beta}G_\mu=-\delta_{\mu\beta}G_\alpha,\qquad
\mathsf d_{\alpha\beta}G=\frac{G_\mu\,\mathsf d_{\alpha\beta}G_\mu}{G}=-\frac{G_\alpha G_\beta}{G}\quad(\mathbf G\neq0).
\label{eq:dG}
\end{equation}
The second form follows from $G^2=G_\mu G_\mu$. The vector $\mathbf G=0$ stays zero under any strain. The phase $\mathbf G\cdot\mathbf r=2\pi\sum_jm_jx_j$ contains only integers and fractional coordinates and is invariant, and so is $\mathbf G\cdot\boldsymbol\tau_a$.

For the gradient, regard the field in the strained crystal as a function of the unstrained position $\mathbf r=(1+\epsilon)^{-1}\mathbf r'$ of the same fractional point. The chain rule gives $\partial'_\mu=(\partial r_\nu/\partial r'_\mu)\,\partial_\nu=\partial_\mu-\epsilon_{\nu\mu}\partial_\nu$ to first order. The field itself becomes $u+\epsilon_{\alpha\beta}\mathsf d_{\alpha\beta}u$ (summed), so
\begin{equation}
\mathsf d_{\alpha\beta}(\partial_\mu u)=\partial_\mu(\mathsf d_{\alpha\beta}u)-\delta_{\mu\beta}\,\partial_\alpha u .
\label{eq:dgrad}
\end{equation}
The last term is geometric: stretching the cell spreads the same difference of values over a longer distance. The program tests the derivatives of $\Omega$ and $G$ by finite differences.

\section*{(c) The densities under strain}

\emph{Problem.} Find $\mathsf d_{\alpha\beta}\tilde n$. Express the Fourier coefficients of $\tilde n_c$ through a radial integral and find $\mathsf d_{\alpha\beta}\tilde n_c$. Treat $\mathbf G=0$ and small $G$ with care.

\emph{Solution.} In (\ref{eq:val}) the coefficients and the phases are invariant, so $\Omega\tilde n$ at a fractional point is invariant. Then $0=(\mathsf d_{\alpha\beta}\Omega)\tilde n+\Omega\,\mathsf d_{\alpha\beta}\tilde n$, and (\ref{eq:dO}) gives
\begin{equation}
\mathsf d_{\alpha\beta}\tilde n=-\delta_{\alpha\beta}\,\tilde n .
\label{eq:dn}
\end{equation}
The valence pattern deforms affinely with the cell and is diluted so as to keep its charge.

For the core, insert (\ref{eq:core}) into the definition of the Fourier coefficient and substitute $\mathbf s=\mathbf r-\mathbf R-\boldsymbol\tau_a$. Since $e^{-i\mathbf G\cdot\mathbf R}=1$, and the shifted cells fill space once as $\mathbf R$ runs over the lattice,
\begin{equation}
\tilde n_c(\mathbf G)=\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}\int_{\mathbb R^3}n_a(s)\,e^{-i\mathbf G\cdot\mathbf s}\,d^3s .
\end{equation}
With the polar axis along $\mathbf G$ and $t=\cos\theta$, the angular integral is $2\pi\int_{-1}^1e^{-iGst}dt=4\pi\sin(Gs)/(Gs)=4\pi j_0(Gs)$. Hence
\begin{equation}
\tilde n_c(\mathbf G)=\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a(G),\qquad
F_a(q)=4\pi\int_0^\infty r^2n_a(r)\,j_0(qr)\,dr .
\label{eq:F}
\end{equation}
The form factor $F_a$ is real, and $F_a(0)=Q_a$ is the pseudo core charge. Rigidity means that $F_a$ is a fixed function. Strain changes the argument at which it is sampled and the prefactor $1/\Omega$. From $j_0'(x)=\cos x/x-\sin x/x^2=-j_1(x)$ and $\partial_q\,j_0(qr)=r\,j_0'(qr)$,
\begin{equation}
F_a'(q)=-4\pi\int_0^\infty r^3n_a(r)\,j_1(qr)\,dr .
\label{eq:dF}
\end{equation}
In the series $\tilde n_c=\sum_{\mathbf G}\tilde n_c(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ both exponentials are invariant. The factor $1/\Omega$ has derivative $-\delta_{\alpha\beta}/\Omega$, and $\mathsf d_{\alpha\beta}F_a(G)=F_a'(G)\,\mathsf d_{\alpha\beta}G$. With (\ref{eq:dG}),
\begin{align}
\mathsf d_{\alpha\beta}\tilde n_c&=-\delta_{\alpha\beta}\,\tilde n_c+\Delta_{\alpha\beta},\label{eq:dnc}\\
\Delta_{\alpha\beta}(\mathbf G)&=-\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a'(G)\,\frac{G_\alpha G_\beta}{G}\quad(\mathbf G\ne0).\label{eq:Delta}
\end{align}
At $\mathbf G=0$ the argument of $F_a$ does not move, so $\Delta_{\alpha\beta}(0)=0$. This agrees with the limit of (\ref{eq:Delta}). The series $j_1(x)=\sin x/x^2-\cos x/x=(1/x-x/6)-(1/x-x/2)+O(x^3)=x/3+O(x^3)$ gives
\begin{equation}
\frac{F_a'(q)}{q}\to\kappa_a=-\frac{4\pi}3\int_0^\infty r^4n_a(r)\,dr\qquad(q\to0),
\label{eq:kappa}
\end{equation}
so $\Delta_{\alpha\beta}(\mathbf G)$ vanishes as $G_\alpha G_\beta$. The field $\Delta_{\alpha\beta}(\mathbf r)$ has zero mean and moves core charge about within the cell without changing its amount. Adding (\ref{eq:dn}) and (\ref{eq:dnc}),
\begin{equation}
\mathsf d_{\alpha\beta}\rho=-\delta_{\alpha\beta}\,\rho+\Delta_{\alpha\beta}.
\label{eq:drho}
\end{equation}

The strain derivatives of the cell volume, the reciprocal vectors, the gradient and both densities are now known, with the plane-wave coefficients held fixed. It remains to combine them into the stress, to examine its terms, real-space form and spin generalization, and to treat finite grids and a worked example.
